# Thermal population of the fine-structure levels of atomic fluorine: a numerical check

```python
# Result under test: in thermal equilibrium at 300 K a fluorine atom is in the
# upper fine-structure level of its ground term with probability
#   f = 1 / (1 + 2 exp(gap / kT)), about 0.067, for a gap of 404 cm^-1.
# Symbols: gap = level splitting (eV), kT = thermal energy (eV),
# zeta = one-electron spin-orbit constant, J = total angular momentum.
# The levels are built from five electrons in a p shell, not assumed.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

EV = const.e
K_EV = const.k / EV


def wavenumber_to_ev(wavenumber_cm):
    return const.h * const.c * 100.0 * wavenumber_cm / EV


# One-electron angular momentum matrices (hbar = 1)
l_plus = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
l_ops = [(l_plus + l_plus.T) / 2, (l_plus - l_plus.T) / 2j,
         np.diag([1.0, 0.0, -1.0])]
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
s_ops = [(s_plus + s_plus.T) / 2, (s_plus - s_plus.T) / 2j,
         np.diag([0.5, -0.5])]
orbital = [np.kron(op, np.eye(2)) for op in l_ops]
spin = [np.kron(np.eye(3), op) for op in s_ops]
one_ls = sum(a @ b for a, b in zip(orbital, spin))

# Annihilation operators for six spin orbitals, with fermion signs
annihilate = []
for site in range(6):
    matrix = np.eye(1)
    for place in range(6):
        if place < site:
            factor = np.diag([1.0, -1.0])
        elif place == site:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
electron_count = np.rint(np.diag(sum(a.T @ a for a in annihilate))).astype(int)


def many_electron(one_body, electrons):
    full = sum(one_body[i, j] * annihilate[i].T @ annihilate[j]
               for i in range(6) for j in range(6))
    keep = np.where(electron_count == electrons)[0]
    return full[np.ix_(keep, keep)]


# Five electrons: level order, degeneracies and splitting (zeta = 1)
ls_five = many_electron(one_ls, 5)
j_five = [many_electron(a + b, 5) for a, b in zip(orbital, spin)]
j_squared = sum(j @ j for j in j_five)
energies, states = np.linalg.eigh(ls_five)
j2_values = np.real(np.diag(states.conj().T @ j_squared @ states))
assert np.allclose(energies, [-0.5] * 4 + [1.0] * 2, atol=1e-12)
assert np.allclose(j2_values, [3.75] * 4 + [0.75] * 2, atol=1e-12)
# One electron has the opposite order; the filled shell has zero energy and J
assert np.allclose(np.linalg.eigvalsh(one_ls), [-1.0] * 2 + [0.5] * 4)
assert np.allclose(many_electron(one_ls, 6), 0.0)
for a, b in zip(orbital, spin):
    assert np.allclose(many_electron(a + b, 6), 0.0)

upper_projector = (3.75 * np.eye(6) - j_squared) / 3.0
assert np.allclose(upper_projector @ upper_projector, upper_projector)
g_upper = int(round(np.trace(upper_projector).real))
g_lower = 6 - g_upper


def trace_fraction(gap, temperature, hyperfine=0.0):
    """Upper-level probability from the thermal density matrix."""
    hamiltonian = np.kron((2.0 * gap / 3.0) * ls_five, np.eye(2))
    for j_op, i_op in zip(j_five, s_ops):
        hamiltonian = hamiltonian + hyperfine * np.kron(j_op, i_op)
    weight = expm(-hamiltonian / (K_EV * temperature))
    projector = np.kron(upper_projector, np.eye(2))
    return (np.trace(projector @ weight) / np.trace(weight)).real


def formula_fraction(gap, temperature):
    return 1.0 / (1.0 + 2.0 * np.exp(gap / (K_EV * temperature)))


wavenumber = 404.0
temperature = 300.0
gap = wavenumber_to_ev(wavenumber)
kT = K_EV * temperature
boltzmann = np.exp(-gap / kT)
ratio = g_upper / g_lower * boltzmann
fraction = formula_fraction(gap, temperature)
for test_temperature in (100.0, 300.0, 500.0, 1000.0, 5000.0):
    assert abs(trace_fraction(gap, test_temperature)
               - formula_fraction(gap, test_temperature)) < 1e-11
assert abs(ratio / (1 + ratio) - trace_fraction(gap, temperature)) < 1e-11
assert abs(100 * trace_fraction(gap, temperature) - 6.7) < 0.05
assert abs(trace_fraction(gap, 1e8) - 1 / 3) < 1e-5

# Two common errors: no degeneracies, and levels in the wrong order
no_degeneracy = boltzmann / (1 + boltzmann)
wrong_order = 2 * boltzmann / (1 + 2 * boltzmann)
assert abs(trace_fraction(-gap, temperature) - (1 - wrong_order)) < 1e-11

# Temperature slope against a finite difference of the trace
slope = fraction * (1 - fraction) * gap / (kT * temperature)
slope_numeric = (trace_fraction(gap, temperature + 0.1)
                 - trace_fraction(gap, temperature - 0.1)) / 0.2
assert abs(slope / slope_numeric - 1) < 1e-5

# Small neglected effects; hyperfine and next-term energies are rough inputs
hyperfine = 4e-5
hyperfine_shift = trace_fraction(gap, temperature, hyperfine) - fraction
assert abs(hyperfine_shift) < 1e-6
next_term = 12.7
log_next = np.log10(12 / g_lower) - next_term / (kT * np.log(10))
assert log_next < -100
rounding = abs(trace_fraction(wavenumber_to_ev(403.5), temperature)
               - trace_fraction(wavenumber_to_ev(404.5), temperature)) / 2
assert rounding < 5e-4

# Plasma kinetics: rough round parameters for a CF4 etching plasma
pressure = 0.02
wall_rate = 100.0
formation_fraction = 1 / 3
cross_section = 30.0
mass_f, mass_cf4 = 19.0, 88.0
electron_density = 1e10
electron_temperature = 3.0
electron_down_coefficient = 1e-9
gas_density = pressure * const.torr / (const.k * temperature) * 1e-6
reduced_mass = mass_f * mass_cf4 / (mass_f + mass_cf4) * const.atomic_mass
relative_speed = np.sqrt(8 * const.k * temperature / (np.pi * reduced_mass))
collision_rate = gas_density * cross_section * 1e-16 * relative_speed * 100
electron_down = electron_density * electron_down_coefficient
electron_ratio = g_upper / g_lower * np.exp(-gap / electron_temperature)
electron_up = electron_down * electron_ratio
electron_sum = electron_down + electron_up
electron_fraction = electron_ratio / (1 + electron_ratio)


def balance_fraction(chance):
    """Solve the two steady rate equations for unit formation rate."""
    down = chance * collision_rate + electron_down
    up = chance * collision_rate * ratio + electron_up
    matrix = np.array([[wall_rate + up, -down], [-up, wall_rate + down]])
    lower, upper = np.linalg.solve(
        matrix, [1 - formation_fraction, formation_fraction])
    return upper / (lower + upper)


def mean_fraction(chance):
    heavy_sum = chance * collision_rate * (1 + ratio)
    top = (heavy_sum * fraction + wall_rate * formation_fraction
           + electron_sum * electron_fraction)
    return top / (heavy_sum + wall_rate + electron_sum)


chances = (0.001, 0.01, 0.1, 1.0)
for chance in chances:
    assert abs(balance_fraction(chance) - mean_fraction(chance)) < 1e-10
allowed = 0.005
driving = (wall_rate * (formation_fraction - fraction)
           + electron_sum * (electron_fraction - fraction))
needed_sum = driving / allowed - wall_rate - electron_sum
needed_chance = needed_sum * (1 - fraction) / collision_rate
assert 0 < needed_chance < 1
assert abs(balance_fraction(needed_chance) - fraction - allowed) < 1e-9

print(f"Given splitting: {wavenumber:.0f} cm^-1")
print(f"Splitting: {gap:.5f} eV")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Splitting / kT: {gap / kT:.4f} (no unit)")
print(f"Spin-orbit constant zeta: {2 * gap / 3:.5f} eV")
print(f"States in lower level J=3/2: {g_lower} (count)")
print(f"States in upper level J=1/2: {g_upper} (count)")
print(f"Boltzmann factor: {boltzmann:.5f} (no unit)")
print(f"Population ratio upper/lower: {ratio:.5f} (no unit)")
print(f"Upper fraction, formula: {100 * fraction:.3f} percent")
print(f"Upper fraction, trace: "
      f"{100 * trace_fraction(gap, temperature):.3f} percent")
print(f"Lower fraction: {100 * (1 - fraction):.3f} percent")
print(f"Error if degeneracies omitted, gives: {100 * no_degeneracy:.2f} percent")
print(f"Error if order reversed, gives: {100 * wrong_order:.2f} percent")
print(f"Slope with temperature: {100 * slope:.4f} percentage points per K")
for hot in (500.0, 1000.0):
    print(f"Upper fraction at {hot:.0f} K: "
          f"{100 * formula_fraction(gap, hot):.2f} percent")
print(f"Effect of rounding the splitting: {100 * rounding:.3f} percentage points")
print(f"Rough hyperfine coupling: {hyperfine:.0e} eV")
print(f"Hyperfine shift of fraction: {100 * hyperfine_shift:.1e} percentage points")
print(f"Rough energy of next term: {next_term:.1f} eV")
print(f"log10 of next-term/lower-level population: {log_next:.0f} (no unit)")
print(f"Rough gas pressure: {pressure:.2f} Torr")
print(f"Gas density: {gas_density:.2e} cm^-3")
print(f"Model wall-loss rate: {wall_rate:.0f} s^-1")
print(f"Model upper fraction at formation: {100 * formation_fraction:.1f} percent")
print(f"Model collision cross section: {cross_section:.0f} angstrom^2")
print(f"Masses used, F and CF4: {mass_f:.0f} and {mass_cf4:.0f} u")
print(f"Mean relative speed F-CF4: {relative_speed:.0f} m/s")
print(f"Collision rate per F atom: {collision_rate:.2e} s^-1")
print(f"Model electron density: {electron_density:.0e} cm^-3")
print(f"Model electron temperature: {electron_temperature:.1f} eV")
print(f"Model electron de-excitation coefficient: "
      f"{electron_down_coefficient:.0e} cm^3/s")
print(f"Summed electron up and down rate: {electron_sum:.1f} s^-1")
print(f"Upper fraction favoured by electrons: {100 * electron_fraction:.1f} percent")
for chance in chances:
    print(f"Steady fraction, relaxation chance {chance:g} per collision: "
          f"{100 * balance_fraction(chance):.2f} percent")
print(f"Allowed excess over thermal fraction: {100 * allowed:.1f} percentage points")
print(f"Needed heavy-particle summed rate: {needed_sum:.0f} s^-1")
print(f"Needed relaxation chance per collision: {needed_chance:.3f} (no unit)")
print("all assertions hold")
```

It prints:

```
Given splitting: 404 cm^-1
Splitting: 0.05009 eV
Gas temperature: 300 K
Thermal energy kT: 0.02585 eV
Splitting / kT: 1.9376 (no unit)
Spin-orbit constant zeta: 0.03339 eV
States in lower level J=3/2: 4 (count)
States in upper level J=1/2: 2 (count)
Boltzmann factor: 0.14406 (no unit)
Population ratio upper/lower: 0.07203 (no unit)
Upper fraction, formula: 6.719 percent
Upper fraction, trace: 6.719 percent
Lower fraction: 93.281 percent
Error if degeneracies omitted, gives: 12.59 percent
Error if order reversed, gives: 22.37 percent
Slope with temperature: 0.0405 percentage points per K
Upper fraction at 500 K: 13.52 percent
Upper fraction at 1000 K: 21.85 percent
Effect of rounding the splitting: 0.015 percentage points
Rough hyperfine coupling: 4e-05 eV
Hyperfine shift of fraction: -5.6e-06 percentage points
Rough energy of next term: 12.7 eV
log10 of next-term/lower-level population: -213 (no unit)
Rough gas pressure: 0.02 Torr
Gas density: 6.44e+14 cm^-3
Model wall-loss rate: 100 s^-1
Model upper fraction at formation: 33.3 percent
Model collision cross section: 30 angstrom^2
Masses used, F and CF4: 19 and 88 u
Mean relative speed F-CF4: 638 m/s
Collision rate per F atom: 1.23e+05 s^-1
Model electron density: 1e+10 cm^-3
Model electron temperature: 3.0 eV
Model electron de-excitation coefficient: 1e-09 cm^3/s
Summed electron up and down rate: 14.9 s^-1
Upper fraction favoured by electrons: 33.0 percent
Steady fraction, relaxation chance 0.001 per collision: 19.08 percent
Steady fraction, relaxation chance 0.01 per collision: 8.85 percent
Steady fraction, relaxation chance 0.1 per collision: 6.95 percent
Steady fraction, relaxation chance 1 per collision: 6.74 percent
Allowed excess over thermal fraction: 0.5 percentage points
Needed heavy-particle summed rate: 5991 s^-1
Needed relaxation chance per collision: 0.045 (no unit)
all assertions hold
```
